# Spin transmission past a side-coupled level in a tight-binding chain: test program

```python
"""
Result under test: an infinite chain (site energy 0, hopping -t) has one
side level joined to site 0 by -t. At energy E = 0 the transmission is
0 for a side level at energy 0 (spin up) and 16/17 for one at 2t (spin down).

Symbols: E electron energy, k wave number per site with E = -2 t cos(k),
level = side-level energy, T = transmission probability.
Energies are in eV. Polarization = (T_down - T_up)/(T_down + T_up).
"""
import numpy as np
import sympy as sp
from scipy.constants import e, h, k as boltzmann
from scipy.integrate import quad

t = 1.0
level_up, level_down = 0.0, 2.0 * t


def formula(E, level):
    a = (4 * t**2 - E**2) * (E - level)**2
    return a / (a + t**4)


def polarization(up, down):
    return (down - up) / (down + up)


# Exact solution at band centre, keeping the side amplitude as an unknown.
ts = sp.symbols("t", positive=True)
r, tau, phi = sp.symbols("r tau phi")


def exact_solution(level):
    psi_left = -sp.I + r * sp.I
    psi_right = tau * sp.I
    equations = [1 + r - tau,
                 ts * (psi_left + psi_right) + ts * phi,
                 level * phi - ts * tau]
    answer = sp.solve(equations, [r, tau, phi], dict=True)[0]
    return [sp.simplify(answer[x]) for x in (r, tau, phi)]


r_up, tau_up, phi_up = exact_solution(sp.Integer(0))
r_down, tau_down, phi_down = exact_solution(2 * ts)
T_up_exact = sp.simplify(tau_up * sp.conjugate(tau_up))
T_down_exact = sp.simplify(tau_down * sp.conjugate(tau_down))
R_down_exact = sp.simplify(r_down * sp.conjugate(r_down))
assert T_up_exact == 0 and r_up == -1
assert sp.simplify(phi_up - 2 * sp.I) == 0
assert T_down_exact == sp.Rational(16, 17)
assert R_down_exact == sp.Rational(1, 17)


# Numerical site equations for any finite region between two clean leads.
def scatter(E, H, left, right):
    k = np.arccos(-E / (2 * t))
    matrix = E * np.eye(len(H), dtype=complex) - H
    for site in left + right:
        matrix[site, site] += t * np.exp(1j * k)
    T = np.zeros((len(right), len(left)))
    R = np.zeros((len(left), len(left)))
    for j, site in enumerate(left):
        source = np.zeros(len(H), dtype=complex)
        source[site] = 2j * t * np.sin(k)
        psi = np.linalg.solve(matrix, source)
        incoming = np.eye(len(left))[j]
        T[:, j] = abs(psi[right])**2
        R[:, j] = abs(psi[left] - incoming)**2
    assert np.allclose(T.sum(axis=0) + R.sum(axis=0), 1, atol=1e-10)
    return T


def two_spin_device(E, up, down, flip=0.0, second=0.0):
    H = np.zeros((8, 8))
    for start, level in ((0, up), (4, down)):
        a, b, c, d = range(start, start + 4)
        H[a, b] = H[b, a] = H[b, c] = H[c, b] = -t
        H[b, d] = H[d, b] = -t
        H[c, d] = H[d, c] = -second
        H[d, d] = level
    H[3, 7] = H[7, 3] = flip
    return scatter(E, H, [0, 4], [2, 6])


for E in (-1.7, -0.6, 0.0, 0.35, 1.2):
    for up, down in ((0.0, 2.0), (-0.8, 0.5), (1.2, 3.0)):
        T = two_spin_device(E, up, down)
        assert np.allclose(np.diag(T), [formula(E, up), formula(E, down)],
                           atol=1e-10)
        assert abs(T[0, 1]) + abs(T[1, 0]) < 1e-12


def inline_transmission(level):
    H = np.array([[0, -t, 0], [-t, level, -t], [0, -t, 0]])
    return scatter(0.0, H, [0], [2])[0, 0]


T_inline_up = inline_transmission(level_up)
T_inline_down = inline_transmission(level_down)
assert abs(T_inline_up - 1) < 1e-12
assert abs(T_inline_down - 0.5) < 1e-12


# Time evolution on a finite chain, with no scattering state assumed.
def finite_chain(half, level):
    count = 2 * half + 1
    H = np.zeros((count + 1, count + 1))
    i = np.arange(count - 1)
    H[i, i + 1] = H[i + 1, i] = -t
    H[half, count] = H[count, half] = -t
    H[count, count] = level
    return np.linalg.eigh(H)


half, width, start = 400, 40.0, -200
sites = np.arange(-half, half + 1)
packet = np.exp(-(sites - start)**2 / (4 * width**2) + 0.5j * np.pi * sites)
packet = np.append(packet, 0)
packet /= np.linalg.norm(packet)
duration = 2 * abs(start) / (2 * t)
k_grid = np.pi / 2 + np.linspace(-8, 8, 4001) / (2 * width)
weight = np.exp(-2 * width**2 * (k_grid - np.pi / 2)**2)
weight /= weight.sum()
packet_T, packet_formula, occupation = [], [], []
for level in (level_up, level_down):
    values, vectors = finite_chain(half, level)
    coefficients = vectors.T @ packet
    final = vectors @ (np.exp(-1j * values * duration) * coefficients)
    packet_T.append(np.sum(abs(final[half + 1:-1])**2))
    packet_formula.append(np.sum(weight * formula(-2*t*np.cos(k_grid), level)))
    occupation.append(np.sum(vectors[-1, values < 0]**2))
    short_values, short_vectors = finite_chain(half // 2, level)
    short_occupation = np.sum(short_vectors[-1, short_values < 0]**2)
    # Finite length leaves a small error in the occupation.
    assert abs(short_occupation - occupation[-1]) < 3e-3
# The tolerance covers the packet tails that overlap the junction.
assert np.allclose(packet_T, packet_formula, atol=2e-5)
n_up, n_down = occupation
assert abs(n_up - 0.5) < 1e-9
U_needed = (level_down - level_up) / (n_up - n_down)

# Sizes of effects omitted from the ideal result.
temperature = 300.0
kT = boltzmann * temperature / e


def thermal_average(level):
    def integrand(x):
        return formula(x * kT, level) / (4 * np.cosh(x / 2)**2)
    return quad(integrand, -30, 30, points=[0], epsabs=1e-11)[0]


bias = 0.1


def bias_average(level):
    return quad(formula, -bias / 2, bias / 2, args=(level,))[0] / bias


thermal = [thermal_average(x) for x in (level_up, level_down)]
low_temperature_estimate = 4 * np.pi**2 / 3 * (kT / t)**2
# The estimate omits fourth and higher powers of kT/t.
assert abs(thermal[0] / low_temperature_estimate - 1) < 0.06
biased = [bias_average(x) for x in (level_up, level_down)]
shift, flip, second = 0.1, 0.05, 0.1
shifted = np.diag(two_spin_device(0, level_up + shift, level_down + shift))
flip_matrix = two_spin_device(0, level_up, level_down, flip=flip)
flipped = flip_matrix.sum(axis=1)
contact = np.diag(two_spin_device(0, level_up, level_down, second=second))
moved_zero = two_spin_device(second, level_up, level_down, second=second)[0, 0]
assert moved_zero < 1e-20

T_up, T_down = float(T_up_exact), float(T_down_exact)
quantum = e**2 / h * 1e6
print(f"Hopping and side coupling t: {t:.2f} eV")
print(f"Side levels, up and down: {level_up:.2f}, {level_down:.2f} eV")
print(f"Exact T up: {T_up_exact}; exact T down: {T_down_exact}")
print(f"T down as decimal: {T_down:.6f}")
print(f"Exact reflection, spin down: {R_down_exact}")
print(f"Side amplitude, spin up (incoming amplitude 1): {phi_up}")
print(f"Effective site potential, spin down: {t**2/(0-level_down):.3f} eV")
print(f"Ideal polarization: {polarization(T_up, T_down):.4f}")
print(f"Conductance unit e^2/h: {quantum:.3f} uS")
print(f"Total conductance: {quantum * (T_up + T_down):.3f} uS")
print(f"In-line level T, at 0 and 2t: {T_inline_up:.4f}, {T_inline_down:.4f}")
print(f"Packet start site and width: {start}, {width:.0f} sites")
print(f"Packet T, up and down: {packet_T[0]:.6f}, {packet_T[1]:.6f}")
print("Formula averaged over packet, up and down: "
      f"{packet_formula[0]:.6f}, {packet_formula[1]:.6f}")
print(f"Temperature: {temperature:.0f} K; kT: {kT:.5f} eV")
print(f"Bias: {bias:.2f} V; common level shift: {shift:.2f} eV")
print(f"Spin-flip coupling: {flip:.2f} eV; second contact: {second:.2f} eV")
for name, pair in (("Thermal", thermal), ("Bias", biased),
                   ("Level shift", shifted), ("Spin flip", flipped),
                   ("Second contact", contact)):
    print(f"{name}: T up {pair[0]:.5f}, T down {pair[1]:.5f}, "
          f"polarization {polarization(*pair):.4f}")
print(f"Spin-up zero with second contact: E = {second:.2f} eV, "
      f"T there {moved_zero:.1e}")
print(f"Level occupations, up and down: {n_up:.4f}, {n_down:.4f}")
print(f"U needed for self-sustained splitting: {U_needed:.2f} eV")
print(f"Mean-field shift U*n_down of up level: {U_needed*n_down:.2f} eV")
print("all tests passed")
```

Running it gives:

```
Hopping and side coupling t: 1.00 eV
Side levels, up and down: 0.00, 2.00 eV
Exact T up: 0; exact T down: 16/17
T down as decimal: 0.941176
Exact reflection, spin down: 1/17
Side amplitude, spin up (incoming amplitude 1): 2*I
Effective site potential, spin down: -0.500 eV
Ideal polarization: 1.0000
Conductance unit e^2/h: 38.740 uS
Total conductance: 36.462 uS
In-line level T, at 0 and 2t: 1.0000, 0.5000
Packet start site and width: -200, 40 sites
Packet T, up and down: 0.002480, 0.941144
Formula averaged over packet, up and down: 0.002480, 0.941144
Temperature: 300 K; kT: 0.02585 eV
Bias: 0.10 V; common level shift: 0.10 eV
Spin-flip coupling: 0.05 eV; second contact: 0.10 eV
Thermal: T up 0.00848, T down 0.94106, polarization 0.9821
Bias: T up 0.00331, T down 0.94113, polarization 0.9930
Level shift: T up 0.03846, T down 0.94635, polarization 0.9219
Spin flip: T up 0.00059, T down 0.94066, polarization 0.9987
Second contact: T up 0.03773, T down 0.94533, polarization 0.9232
Spin-up zero with second contact: E = 0.10 eV, T there 1.2e-32
Level occupations, up and down: 0.5000, 0.0556
U needed for self-sustained splitting: 4.50 eV
Mean-field shift U*n_down of up level: 0.25 eV
all tests passed
```
